**Burnside's method for the character table of O**

The program counts the class constants $a_{ijk}$, the number of products of elements of classes $i$ and $j$ that equal a fixed element of class $k$, and finds the joint eigenvectors $\omega$ of the matrices $(M_i)_{jk}=a_{ijk}$. With class sizes $h_j$ and group order $|G|$, the dimension is $d=(|G|/\sum_j|\omega_j|^2/h_j)^{1/2}$ and the characters are $\chi_j=d\,\omega_j/h_j$. It asserts that the class sums close under multiplication, that the class matrices commute, and that the inverse-class identity holds for O, T and D2. For O, the table is compared with traces of five explicitly built representations, whose multiplication law, irreducibility and scalar class sums are also asserted. The output shows dimensions 1, 1, 2, 3 and 3, obtained from the quarter-turn matrix alone. A mixture of the A1 and A2 vectors satisfies the $C_3$ and $C_2$ eigenvalue equations but fails the $C_4$ equation and gives the false dimension 1.4142. The group T supplies complex characters, and D2 shows a case in which no single class matrix separates all representations.

## Numerical verification

```python
"""Burnside's method for character tables, tested on the rotation group O.

Result under test: with a[i,j,k] = number of pairs (x in class i, y in class j)
whose product is a fixed element of class k, the matrices M_i = a[i] commute.
Their joint right eigenvectors, scaled to first component 1, are
omega_j = h_j chi_j / d   (h: class size, chi: character, d: dimension), and
d = sqrt(|G| / sum_j |omega_j|^2 / h_j).
The subgroups T (complex characters) and D2 (no single class matrix separates
the representations) test the general form. All quantities are dimensionless.
"""
import itertools
import numpy as np
import sympy as sp


def cube_rotations():
    found = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            m = np.zeros((3, 3), dtype=int)
            m[range(3), perm] = signs
            if round(np.linalg.det(m)) == 1:
                found.append(m)
    return found


def class_position(m):
    """Display order: E, C3, C2 about a cube axis, C4, C2'."""
    trace = int(np.trace(m))
    if trace == -1:
        return 2 if np.count_nonzero(np.diag(m)) == 3 else 4
    return {3: 0, 0: 1, 1: 3}[trace]


class FiniteGroup:
    def __init__(self, elements):
        self.elements = elements
        self.order = n = len(elements)
        index = {tuple(m.ravel()): p for p, m in enumerate(elements)}
        self.mult = np.array([[index[tuple((x @ y).ravel())]
                               for y in elements] for x in elements])
        self.inv = np.array([index[tuple(m.T.ravel())] for m in elements])
        classes, seen = [], set()
        for g in range(n):
            if g not in seen:
                orbit = {int(self.mult[self.mult[x, g], self.inv[x]])
                         for x in range(n)}
                seen |= orbit
                classes.append(sorted(orbit))
        classes.sort(key=lambda c: class_position(elements[c[0]]))
        self.classes = classes
        self.h = np.array([len(c) for c in classes])
        self.class_of = np.zeros(n, dtype=int)
        for k, members in enumerate(classes):
            self.class_of[members] = k
        r = len(classes)
        self.a = np.zeros((r, r, r), dtype=int)
        for k, members in enumerate(classes):
            z = members[0]
            for x in range(n):
                y = self.mult[self.inv[x], z]
                self.a[self.class_of[x], self.class_of[y], k] += 1


def check_constants(group):
    """Closure of class sums, commutation, and the inverse-class identity."""
    r, n, a, h = len(group.h), group.order, group.a, group.h
    tally = np.zeros((r, r, n), dtype=int)
    for x in range(n):
        for y in range(n):
            tally[group.class_of[x], group.class_of[y], group.mult[x, y]] += 1
    for z in range(n):
        assert np.array_equal(tally[:, :, z], a[:, :, group.class_of[z]])
    for i in range(r):
        inverse_class = group.class_of[group.inv[group.classes[i][0]]]
        assert np.array_equal(a[i] * h[None, :],
                              (a[inverse_class] * h[None, :]).T)
        for j in range(r):
            assert np.array_equal(a[i] @ a[j], a[j] @ a[i])


def burnside(group):
    """Numerical table from one generic combination of the class matrices."""
    r = len(group.h)
    weights = np.sqrt([2.0, 3.0, 5.0, 7.0, 11.0])[:r]
    values, vectors = np.linalg.eig(np.einsum('i,ijk->jk', weights, group.a))
    gap = min(abs(values[p] - values[q])
              for p in range(r) for q in range(p))
    assert gap > 1e-3
    omega = (vectors / vectors[0]).T
    for w in omega:
        for i in range(r):
            assert np.allclose(group.a[i] @ w, w[i] * w, atol=1e-9)
    d = np.sqrt(group.order / np.sum(abs(omega) ** 2 / group.h, axis=1))
    return d[:, None] * omega / group.h, gap


def match_rows(table, expected):
    """Pair each expected character with one computed row."""
    chosen = []
    for row in expected:
        distance = np.max(abs(table - row), axis=1)
        best = int(np.argmin(distance))
        assert distance[best] < 1e-9
        chosen.append(best)
    assert len(set(chosen)) == len(table) == len(expected)
    return table[chosen]


def check_orthogonality(table, group):
    rows = (table * group.h) @ table.conj().T
    columns = table.conj().T @ table
    assert np.allclose(rows, group.order * np.eye(len(table)), atol=1e-9)
    assert np.allclose(columns, np.diag(group.order / group.h), atol=1e-9)


def show(z):
    re, im = round(float(z.real), 3) + 0.0, round(float(z.imag), 3) + 0.0
    return f"{re:+.3f}{im:+.3f}i"


rotations = cube_rotations()
O = FiniteGroup(rotations)
T = FiniteGroup([m for m in rotations if round(np.linalg.det(abs(m))) == 1])
D2 = FiniteGroup([m for m in rotations if np.array_equal(abs(m), np.eye(3))])
for group in (O, T, D2):
    check_constants(group)
assert [O.order, T.order, D2.order] == [24, 12, 4]

# Explicit representations of O, built without any class constants.
diagonals = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def diagonal_parity(m):
    permutation = (abs(diagonals @ m @ diagonals.T) == 3).astype(float)
    return np.array([[round(np.linalg.det(permutation))]], dtype=float)


def on_forms(forms, m):
    return np.array([[np.trace(p @ m @ q @ m.T) for q in forms]
                     for p in forms])


e_forms = [np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2)]
t2_forms = []
for p, q in ((1, 2), (2, 0), (0, 1)):
    form = np.zeros((3, 3))
    form[p, q] = form[q, p] = 1 / np.sqrt(2)
    t2_forms.append(form)
explicit = {
    "A1": [np.eye(1) for m in rotations],
    "A2": [diagonal_parity(m) for m in rotations],
    "E": [on_forms(e_forms, m) for m in rotations],
    "T1": [m.astype(float) for m in rotations],
    "T2": [on_forms(t2_forms, m) for m in rotations],
}

# Exact run for O using the C4 class matrix alone.
names = ["E", "C3", "C2", "C4", "C2'"]
C3, C2, C4 = 1, 2, 3
lam = sp.symbols("lambda")
m_c4 = sp.Matrix(O.a[C4].tolist())
polynomial = sp.factor(m_c4.charpoly(lam).as_expr())
solutions = []
for value, multiplicity, basis in m_c4.eigenvects():
    assert multiplicity == 1 and len(basis) == 1
    w = list(basis[0] / basis[0][0])
    total = sum(x ** 2 / sp.Integer(int(s)) for x, s in zip(w, O.h))
    d = sp.sqrt(sp.Integer(O.order) / total)
    chi = [d * x / sp.Integer(int(s)) for x, s in zip(w, O.h)]
    solutions.append((d, value, w, total, chi))
solutions.sort(key=lambda s: (int(s[0]), -int(s[1])))
assert len(solutions) == len(O.h)

for (label, matrices), (d, value, w, total, chi) in zip(explicit.items(),
                                                     solutions):
    traces = np.array([np.trace(m) for m in matrices])
    for x in range(O.order):
        for y in range(O.order):
            assert np.allclose(matrices[x] @ matrices[y],
                               matrices[O.mult[x, y]], atol=1e-12)
    assert abs(np.sum(traces ** 2) - O.order) < 1e-9
    assert int(d) == len(matrices[0])
    for k, members in enumerate(O.classes):
        assert np.allclose(traces[members], float(chi[k]), atol=1e-12)
        class_sum = sum(matrices[g] for g in members)
        assert np.allclose(class_sum, float(w[k]) * np.eye(int(d)), atol=1e-12)

exact_table = np.array([[float(x) for x in s[4]] for s in solutions])
numeric_table, gap_o = burnside(O)
match_rows(numeric_table, exact_table)
check_orthogonality(exact_table, O)

# Equal mixture of two vectors that the C3 and C2 matrices cannot separate.
omega_o = np.array([[float(x) for x in s[2]] for s in solutions])
mixed = (omega_o[0] + omega_o[1]) / 2
assert np.allclose(O.a[C3] @ mixed, mixed[C3] * mixed)
assert np.allclose(O.a[C2] @ mixed, mixed[C2] * mixed)
c4_image = O.a[C4] @ mixed
assert not np.allclose(c4_image, c4_image[0] * mixed)
mixed_d = np.sqrt(O.order / np.sum(mixed ** 2 / O.h))
assert abs(mixed_d - round(mixed_d)) > 0.1

# T: cyclic axis permutations supply the complex one-dimensional characters.
root = np.exp(2j * np.pi / 3)
reps_t = [T.elements[c[0]] for c in T.classes]
shift = np.array([int(np.argmax(abs(m[:, 0]))) for m in reps_t])
expected_t = np.array([np.ones(4), root ** shift, root ** (-shift),
                       [np.trace(m) for m in reps_t]])
table_t, gap_t = burnside(T)
table_t = match_rows(table_t, expected_t)
check_orthogonality(table_t, T)

# D2: the diagonal entries of the rotations are its nontrivial characters.
reps_d2 = [D2.elements[c[0]] for c in D2.classes]
expected_d2 = np.array([np.ones(4)] + [[m[p, p] for m in reps_d2]
                                      for p in range(3)])
table_d2, gap_d2 = burnside(D2)
table_d2 = match_rows(table_d2, expected_d2)
check_orthogonality(table_d2, D2)
distinct_d2 = [len(np.unique(np.round(np.linalg.eigvals(m).real, 6)))
               for m in D2.a]
assert max(distinct_d2) < len(D2.h)

print("All printed quantities are dimensionless")
print("O: order", O.order, "| classes", names, "| sizes", O.h.tolist())
for name, matrix in zip(names, O.a):
    print(f"M({name}) rows:", matrix.tolist())
for name, matrix in zip(names, O.a):
    spectrum = sp.Matrix(matrix.tolist()).eigenvals()
    text = ", ".join(f"{v} (x{spectrum[v]})"
                     for v in sorted(spectrum, reverse=True))
    print(f"eigenvalues of M({name}), multiplicity in brackets: {text}")
print("characteristic polynomial of M(C4):", polynomial)
for label, (d, value, w, total, chi) in zip(explicit, solutions):
    print(f"{label}: C4 eigenvalue {value}, omega {w}, "
          f"sum omega^2/h = {total}, d = {d}")
for label, (d, value, w, total, chi) in zip(explicit, solutions):
    print(f"characters of {label}: {chi}")
print("sum of d^2 for O:", sum(s[0] ** 2 for s in solutions))
print("mixed vector (A1+A2)/2:", mixed.tolist())
print("M(C4) times mixed vector:", c4_image.tolist())
print(f"false dimension from mixed vector: {mixed_d:.4f}")
print("T: order", T.order, "| class sizes", T.h.tolist())
for row in table_t:
    print("T characters:", "  ".join(show(complex(z)) for z in row))
print("D2: order", D2.order, "| class sizes", D2.h.tolist())
print("D2 distinct eigenvalues of each class matrix:", distinct_d2)
for row in table_d2:
    print("D2 characters:", [int(round(complex(z).real)) for z in row])
print("weights of generic combination: square roots of 2, 3, 5, 7, 11")
print(f"smallest eigenvalue gap of combination: O {gap_o:.4f}, "
      f"T {gap_t:.4f}, D2 {gap_d2:.4f}")
print("success")
```

It prints:

```
All printed quantities are dimensionless
O: order 24 | classes ['E', 'C3', 'C2', 'C4', "C2'"] | sizes [1, 8, 3, 6, 6]
M(E) rows: [[1, 0, 0, 0, 0], [0, 1, 0, 0, 0], [0, 0, 1, 0, 0], [0, 0, 0, 1, 0], [0, 0, 0, 0, 1]]
M(C3) rows: [[0, 1, 0, 0, 0], [8, 4, 8, 0, 0], [0, 3, 0, 0, 0], [0, 0, 0, 4, 4], [0, 0, 0, 4, 4]]
M(C2) rows: [[0, 0, 1, 0, 0], [0, 3, 0, 0, 0], [3, 0, 2, 0, 0], [0, 0, 0, 1, 2], [0, 0, 0, 2, 1]]
M(C4) rows: [[0, 0, 0, 1, 0], [0, 0, 0, 4, 4], [0, 0, 0, 1, 2], [6, 3, 2, 0, 0], [0, 3, 4, 0, 0]]
M(C2') rows: [[0, 0, 0, 0, 1], [0, 0, 0, 4, 4], [0, 0, 0, 2, 1], [0, 3, 4, 0, 0], [6, 3, 2, 0, 0]]
eigenvalues of M(E), multiplicity in brackets: 1 (x5)
eigenvalues of M(C3), multiplicity in brackets: 8 (x2), 0 (x2), -4 (x1)
eigenvalues of M(C2), multiplicity in brackets: 3 (x3), -1 (x2)
eigenvalues of M(C4), multiplicity in brackets: 6 (x1), 2 (x1), 0 (x1), -2 (x1), -6 (x1)
eigenvalues of M(C2'), multiplicity in brackets: 6 (x1), 2 (x1), 0 (x1), -2 (x1), -6 (x1)
characteristic polynomial of M(C4): lambda*(lambda - 6)*(lambda - 2)*(lambda + 2)*(lambda + 6)
A1: C4 eigenvalue 6, omega [1, 8, 3, 6, 6], sum omega^2/h = 24, d = 1
A2: C4 eigenvalue -6, omega [1, 8, 3, -6, -6], sum omega^2/h = 24, d = 1
E: C4 eigenvalue 0, omega [1, -4, 3, 0, 0], sum omega^2/h = 6, d = 2
T1: C4 eigenvalue 2, omega [1, 0, -1, 2, -2], sum omega^2/h = 8/3, d = 3
T2: C4 eigenvalue -2, omega [1, 0, -1, -2, 2], sum omega^2/h = 8/3, d = 3
characters of A1: [1, 1, 1, 1, 1]
characters of A2: [1, 1, 1, -1, -1]
characters of E: [2, -1, 2, 0, 0]
characters of T1: [3, 0, -1, 1, -1]
characters of T2: [3, 0, -1, -1, 1]
sum of d^2 for O: 24
mixed vector (A1+A2)/2: [1.0, 8.0, 3.0, 0.0, 0.0]
M(C4) times mixed vector: [0.0, 0.0, 0.0, 36.0, 36.0]
false dimension from mixed vector: 1.4142
T: order 12 | class sizes [1, 4, 4, 3]
T characters: +1.000+0.000i  +1.000+0.000i  +1.000+0.000i  +1.000+0.000i
T characters: +1.000+0.000i  -0.500-0.866i  -0.500+0.866i  +1.000+0.000i
T characters: +1.000+0.000i  -0.500+0.866i  -0.500-0.866i  +1.000+0.000i
T characters: +3.000+0.000i  +0.000+0.000i  +0.000+0.000i  -1.000+0.000i
D2: order 4 | class sizes [1, 1, 1, 1]
D2 distinct eigenvalues of each class matrix: [1, 2, 2, 2]
D2 characters: [1, 1, 1, 1]
D2 characters: [1, 1, -1, -1]
D2 characters: [1, -1, 1, -1]
D2 characters: [1, -1, -1, 1]
weights of generic combination: square roots of 2, 3, 5, 7, 11
smallest eigenvalue gap of combination: O 0.6743, T 3.1708, D2 0.8194
success
```
